# Exchange Energy of the Unpolarized Uniform Electron Gas, Derived Twice: test program

```python
# Result under test: the exchange energy per electron of the unpolarized
# uniform electron gas is e_x = -3 kF/(4 pi) = -0.4582/rs hartree.
# Hartree atomic units. rs: radius of the sphere holding one electron,
# n: density, kF: Fermi wave number, x = k/kF, q = |k - k'|,
# shift(k): exchange level shift of the plane wave k, L: edge of a periodic box.
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

pi = np.pi
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
rs = 2.0
n = 3 / (4 * pi * rs**3)
kF = (9 * pi / 4) ** (1 / 3) / rs
ex_formula = -3 * kF / (4 * pi)
coefficient = -3 / (4 * pi) * (9 * pi / 4) ** (1 / 3)


def F(x):
    if x == 0:
        return 1.0
    if x == 1:
        return 0.5
    return 0.5 + (1 - x * x) / (4 * x) * np.log((1 + x) / (1 - x))


# Fourier transform of the screened Coulomb interaction exp(-mu r)/r
q_test, mu = 1.5, 0.2
radial = quad(lambda r: np.exp(-mu * r), 0, np.inf,
              weight="sin", wvar=q_test)[0]
transform = 4 * pi / q_test * radial
assert abs(transform - 4 * pi / (q_test**2 + mu**2)) < 1e-6

# Angular integral and radial integral of the inner Fermi sphere
for a, b in [(0.6, 0.9), (0.8, 0.3)]:
    angular = quad(lambda u: 1 / (a * a + b * b - 2 * a * b * u), -1, 1)[0]
    assert abs(angular - np.log(abs((a + b) / (a - b))) / (a * b)) < 1e-8
for x in (0.3, 0.8):
    def log_part(y):
        return y * np.log(abs((x + y) / (x - y)))
    numeric = quad(log_part, 0, x)[0] + quad(log_part, x, 1)[0]
    closed = x + (1 - x * x) / 2 * np.log((1 + x) / (1 - x))
    assert abs(numeric - closed) < 1e-7


# Level shift by polar coordinates centred on k: the volume element cancels
# 1/q^2, leaving the length of each ray from k to the surface of the sphere.
def shift_from_rays(x):
    def ray(u):
        return -x * u + np.sqrt(max(0.0, 1 - x * x * (1 - u * u)))
    return -kF / pi * (quad(ray, -1, 0)[0] + quad(ray, 0, 1)[0])


for x in (0.0, 0.25, 0.5, 0.9, 1.0):
    assert abs(shift_from_rays(x) + 2 * kF / pi * F(x)) < 1e-7

# Average over the outer Fermi sphere
by_parts = quad(lambda x: x * (1 - x * x) * np.log((1 + x) / (1 - x)), 0, 1)[0]
assert abs(by_parts - 1 / 3) < 1e-8
mean_F = 3 * quad(lambda x: x * x * F(x), 0, 1)[0]
assert abs(mean_F - 0.75) < 1e-8
mean_shift = 3 * quad(lambda x: x * x * shift_from_rays(x), 0, 1)[0]
ex_rays = mean_shift / 2
assert abs(ex_rays - ex_formula) < 1e-6


# Overlap of two Fermi spheres with centres q apart, built from circular slices
def overlap(q):
    return 2 * quad(lambda z: pi * (kF**2 - z * z), q / 2, kF)[0]


for q in (0.2 * kF, 1.1 * kF, 1.8 * kF):
    closed = 4 * pi * kF**3 / 3 * (1 - 3 * q / (4 * kF) + q**3 / (16 * kF**3))
    assert abs(overlap(q) - closed) < 1e-9
overlap_integral = quad(overlap, 0, 2 * kF)[0]
assert abs(overlap_integral - pi * kF**4) < 1e-8
ex_overlap = -(4 * pi) ** 2 / (2 * pi) ** 6 * overlap_integral / n
assert abs(ex_overlap - ex_formula) < 1e-8


# Exchange sum over discrete plane waves k = 2 pi m/L, integer vectors m.
# The autocorrelation of the occupation counts the pairs for each difference.
def box_exchange(R):
    size = 4 * R + 4
    m = np.rint(np.fft.fftfreq(size) * size)
    m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
    occupied = (m2 <= R * R).astype(float)
    electrons = 2 * int(occupied.sum())
    L = (electrons / n) ** (1 / 3)
    pairs = np.fft.irfftn(np.abs(np.fft.rfftn(occupied))**2,
                          s=occupied.shape, axes=(0, 1, 2))
    q2 = (2 * pi / L) ** 2 * m2
    q2[0, 0, 0] = np.inf  # leaves out k = k'
    spins = 2
    energy = -0.5 * spins * np.sum(pairs * 4 * pi / (L**3 * q2))
    return electrons, L, energy / electrons, 2 * pi * R / L


boxes = [box_exchange(R) for R in (6, 12, 24)]
scaled_errors = [(e - ex_formula) * L for _, L, e, _ in boxes]
(_, L1, e1, _), (_, L2, e2, cutoff) = boxes[1:]
ex_box = (L2 * e2 - L1 * e1) / (L2 - L1)  # removes an error proportional to 1/L
# Tolerances allow for the rough surface of a lattice sphere and 1/L^2 terms
assert abs(cutoff / kF - 1) < 0.01
assert abs(ex_box / ex_formula - 1) < 0.005
assert abs(scaled_errors[2] / scaled_errors[1] - 1) < 0.05

print(f"coefficient e_x*rs = {coefficient:.6f} hartree bohr")
print(f"rs = {rs:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"Fermi wave number kF = {kF:.6f} bohr^-1")
print(f"integral of x(1-x^2)ln((1+x)/(1-x)) = {by_parts:.6f} (no unit)")
print(f"average of F over the sphere = {mean_F:.6f} (no unit)")
for x in (0.0, 0.5, 1.0):
    print(f"k/kF = {x:.1f}: F = {F(x):.6f} (no unit), "
          f"level shift from rays = {shift_from_rays(x):.6f} hartree")
print(f"average level shift = {mean_shift:.6f} hartree")
print(f"e_x from formula = {ex_formula:.6f} hartree")
print(f"e_x from formula = {ex_formula * hartree_in_ev:.4f} eV")
print(f"e_x from ray lengths = {ex_rays:.6f} hartree")
print(f"integral of sphere overlap over q = {overlap_integral:.6f} bohr^-4")
print(f"e_x from sphere overlap = {ex_overlap:.6f} hartree")
for (electrons, L, e, _), scaled in zip(boxes, scaled_errors):
    print(f"box: N = {electrons}, L = {L:.3f} bohr, "
          f"e_x = {e:.6f} hartree, error*L = {scaled:.4f} hartree bohr")
print(f"largest box: cutoff wave number = {cutoff:.6f} bohr^-1")
print(f"e_x extrapolated from two larger boxes = {ex_box:.5f} hartree")
print(f"relative deviation of extrapolation = "
      f"{100 * (ex_box / ex_formula - 1):.3f} percent")
print("checks complete")
```

Running it gives:

```
coefficient e_x*rs = -0.458165 hartree bohr
rs = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wave number kF = 0.959579 bohr^-1
integral of x(1-x^2)ln((1+x)/(1-x)) = 0.333333 (no unit)
average of F over the sphere = 0.750000 (no unit)
k/kF = 0.0: F = 1.000000 (no unit), level shift from rays = -0.610887 hartree
k/kF = 0.5: F = 0.911980 (no unit), level shift from rays = -0.557117 hartree
k/kF = 1.0: F = 0.500000 (no unit), level shift from rays = -0.305444 hartree
average level shift = -0.458165 hartree
e_x from formula = -0.229083 hartree
e_x from formula = -6.2337 eV
e_x from ray lengths = -0.229083 hartree
integral of sphere overlap over q = 2.663625 bohr^-4
e_x from sphere overlap = -0.229083 hartree
box: N = 1850, L = 39.578 bohr, e_x = -0.194726 hartree, error*L = 1.3597 hartree bohr
box: N = 14306, L = 78.265 bohr, e_x = -0.211369 hartree, error*L = 1.3864 hartree bohr
box: N = 115554, L = 157.032 bohr, e_x = -0.220149 hartree, error*L = 1.4029 hartree bohr
largest box: cutoff wave number = 0.960292 bohr^-1
e_x extrapolated from two larger boxes = -0.22887 hartree
relative deviation of extrapolation = -0.092 percent
checks complete
```
